\section*{Mack's Dissolution Law and the Limits of Resist Selectivity, part 2}

A liquid developer dissolves the exposed regions of a positive photoresist faster than the unexposed ones. The question is how much of the selectivity of the surface reaction survives when developer must first be transported to the surface.

The converted fraction is $x=1-m$, with $0\le x\le1$ and $m$ the inhibitor concentration relative to its value before exposure. Developer has concentration $c_b$ in the bulk and $c_s$ at the resist surface. It diffuses with diffusivity $D$ through a stagnant layer of thickness $\delta$, with transfer coefficient $h=D/\delta$. The reaction consumes a flux $\kappa c_s$, where $\kappa=k_1x^n$, $n>0$ is the reaction order and $k_1$ the surface rate constant at $x=1$. The steady balance $h(c_b-c_s)=\kappa c_s$ gives $c_s=\frac{h}{h+\kappa}\,c_b$.

With $V$ the resist volume removed per mole of developer consumed, the surface recedes at $R=V\kappa c_s$. Defining $a=h/k_1$ and the transport-limited rate $R_T=Vhc_b$, one has
\begin{equation}
R=R_Tq,\qquad q=\frac{x^n}{a+x^n}.
\label{eq:law}
\end{equation}
Here $q$ is the share of transport in the total resistance. This saturating law holds for regions much wider than $\delta$. For $x^n\ll a$ it becomes the power law $R\simeq Vk_1c_bx^n$. At full conversion the rate is $R_{\max}=R_T/(1+a)$.

Formulas use SI units; rates are quoted in nm/s. The example has $D=10^{-9}$ m$^2$/s, $\delta=20$ $\mu$m, $h=5\times10^{-5}$ m/s, $k_1=5\times10^{-4}$ m/s, $n=5$, $a=0.1$, $R_T=500$ nm/s and $R_{\max}=454.5$ nm/s. Its bright region, $x=0.8$, has $R=383.1$ nm/s; its dark region, $x=0.3$, has $R=11.86$ nm/s. The relaxation time of the layer is at most $0.162$ s. If the layer is initially full of developer at concentration $c_b$, the transient removes an extra 39 nm in the bright region.

\subsection{The local order}

Selectivity for a small difference in conversion is measured by the logarithmic slope
\begin{equation}
\gamma=\frac{d\ln R}{d\ln x}.
\end{equation}
A relative change of 1\% in $x$ changes the rate by about $\gamma$ percent. From (\ref{eq:law}),
\begin{equation}
\ln R=\ln R_T+n\ln x-\ln(a+x^n).
\end{equation}
The derivative of $x^n$ with respect to $\ln x$ is $nx^n$, so
\begin{equation}
\gamma=n-\frac{nx^n}{a+x^n}=\frac{na}{a+x^n}=n(1-q).
\label{eq:order}
\end{equation}
The reaction order is thus multiplied by the share of the resistance that belongs to the reaction. The local order is close to $n$ where $x^n\ll a$ and falls as the rate approaches $R_T$. A large $n$ by itself does not guarantee a selective process.

In the example the dark region has $\gamma=5(1-11.86/500)=4.88$. The bright region has $\gamma=5(1-383.1/500)=1.17$. A reaction of fifth order therefore responds to conversion almost like one of first order where the resist is bright.

\subsection{The threshold conversion}

A plot of rate against conversion can have a steepest point. To find it, differentiate (\ref{eq:law}) once:
\begin{equation}
\frac{dR}{dx}=R_T\frac{nx^{n-1}(a+x^n)-x^n\,nx^{n-1}}{(a+x^n)^2}
=R_T\frac{na\,x^{n-1}}{(a+x^n)^2}.
\end{equation}
A second differentiation gives
\begin{align}
\frac{d^2R}{dx^2}
&=R_Tna\,\frac{(n-1)x^{n-2}(a+x^n)-2n\,x^{2n-2}}{(a+x^n)^3}
\nonumber\\
&=R_Tna\,x^{n-2}\,\frac{(n-1)a-(n+1)x^n}{(a+x^n)^3}.
\end{align}
The last step takes out $x^{n-2}$ and combines $(n-1)x^n-2nx^n=-(n+1)x^n$.

For $n>1$ the curvature changes from positive to negative at
\begin{equation}
x_{\rm th}^n=a\,\frac{n-1}{n+1}.
\label{eq:threshold}
\end{equation}
The slope is greatest there. Writing $m_{\rm th}=1-x_{\rm th}$ and solving for $a$ gives the relation by which $a$ is often expressed:
\begin{equation}
a=\frac{n+1}{n-1}(1-m_{\rm th})^n .
\end{equation}
For $0<n\le1$ the curvature is negative at every positive $x$, and there is no threshold. For $n>1$ the threshold lies in the physical range if $x_{\rm th}\le1$, that is, if
\begin{equation}
a\le\frac{n+1}{n-1}.
\end{equation}
When $a$ is larger, the reaction is too slow for saturation to bend the curve before full conversion. The rate then rises ever more steeply up to $x=1$, and the formula returns a negative $m_{\rm th}$. Such a value is a fitting parameter without a corresponding inhibitor concentration.

At the threshold $x_{\rm th}^n/a=(n-1)/(n+1)$. Equation (\ref{eq:order}) then gives
\begin{equation}
\gamma_{\rm th}=\frac{n}{1+(n-1)/(n+1)}
=\frac{n(n+1)}{2n}=\frac{n+1}{2}.
\end{equation}
The constant $a$ sets where the threshold lies, but the local order at the threshold depends on $n$ alone. In the example $x_{\rm th}^5=0.1(4/6)=0.0667$, so $x_{\rm th}=0.582$, $m_{\rm th}=0.418$ and $\gamma_{\rm th}=3$.

The steepest linear slope is not the greatest relative contrast. By (\ref{eq:order}), $\gamma$ falls steadily with $x$, so the relative contrast is larger below the threshold than at it. Which measure matters depends on whether differences or ratios of rates are wanted.

\subsection{Two regions compared}

For two regions with $0<x_2<x_1\le1$, each much wider than $\delta$, define the selectivity as the ratio of their rates,
\begin{equation}
S=\frac{R(x_1)}{R(x_2)}
=\left(\frac{x_1}{x_2}\right)^n\frac{a+x_2^n}{a+x_1^n}.
\label{eq:S}
\end{equation}
The second factor is less than one, so transport reduces the selectivity below that of the power law. For $a\gg x_1^n$ this factor tends to one and $S\to(x_1/x_2)^n$. For $a\ll x_2^n$ it tends to $(x_2/x_1)^n$ and $S\to1$.

In the example the power-law ratio is $(0.8/0.3)^5=134.9$. The second factor is $0.10243/0.42768=0.2395$, and $S=32.3$. With $a=10^4$ the ratio returns to 134.8; with $a=10^{-6}$ it is 1.0004. The same order $n=5$ thus gives anything from almost no selectivity to nearly the full power law.

The effect of $a$ between these limits follows from
\begin{equation}
\frac{\partial\ln S}{\partial a}
=\frac1{a+x_2^n}-\frac1{a+x_1^n}>0 .
\end{equation}
Selectivity improves as $a$ rises. Compare two ways to raise $a=h/k_1$. A slower reaction does so at the cost of rate. Stronger stirring thins the layer and raises $h$, and the rate $Vc_bh\kappa/(h+\kappa)$, where $\kappa=k_1x^n$, then rises too.

\subsection{The effect of order at fixed rate constants}

Now change $n$ while holding $h$ and $k_1$ fixed. This keeps $a$ and the rate at full conversion unchanged. The logarithm of (\ref{eq:S}) is
\begin{equation}
\ln S=n\ln\frac{x_1}{x_2}+\ln(a+x_2^n)-\ln(a+x_1^n).
\end{equation}
Since $d(x^n)/dn=x^n\ln x$,
\begin{align}
\frac{d\ln S}{dn}
&=\ln x_1-\frac{x_1^n\ln x_1}{a+x_1^n}
 -\ln x_2+\frac{x_2^n\ln x_2}{a+x_2^n}\nonumber\\
&=a\left[\frac{\ln x_1}{a+x_1^n}-\frac{\ln x_2}{a+x_2^n}\right].
\end{align}
Both logarithms are negative or zero. With $\ell_i=-\ln x_i$, one has $0\le\ell_1<\ell_2$, and the bracket becomes
\begin{equation}
\frac{\ell_2}{a+x_2^n}-\frac{\ell_1}{a+x_1^n}>0 .
\end{equation}
The first fraction has both the larger numerator and the smaller denominator. In this model, therefore, a higher order gives a higher selectivity at fixed $a$, for any two conversions in the allowed range. This is the sense in which reaction order controls the selectivity of the saturating law. The amount gained can still be small when transport dominates, because of the factor $a$ in front.

\subsection{A floor under the dark rate}

The saturating law gives zero rate at $x=0$. If unexposed resist also dissolves slowly by a separate path, its rate $r_{\min}$ is added:
\begin{equation}
r=R+r_{\min}.
\end{equation}
The added path is taken to be independent of $x$ and to draw so little developer that it does not disturb the layer. Define the dimensionless floor
\begin{equation}
s=\frac{r_{\min}}{R_T}.
\end{equation}
Because $r_{\min}$ is constant, the logarithmic slope of the total rate is
\begin{equation}
\gamma_{\rm tot}=\frac{d\ln r}{d\ln x}
=\frac{R}{R+r_{\min}}\,\gamma
=n\,\frac{q(1-q)}{q+s}.
\end{equation}
Two losses now act at opposite ends. At small $q$ the floor hides the reaction; near $q=1$ transport does so. The greatest contrast lies between them.

To find it, put $p=q+s$. Then $q=p-s$ and $1-q=1+s-p$, and expansion gives
\begin{equation}
\frac{\gamma_{\rm tot}}n
=\frac{(p-s)(1+s-p)}p
=1+2s-\left[p+\frac{s(1+s)}p\right].
\end{equation}
The sum of two positive numbers is at least twice the square root of their product. The bracket is therefore at least $2\sqrt{s(1+s)}$, with equality at $p=\sqrt{s(1+s)}$. Since $1+2s=(1+s)+s$, the maximum is a perfect square:
\begin{equation}
\boxed{\gamma_{\max}=n\left(\sqrt{1+s}-\sqrt s\right)^2 .}
\label{eq:max}
\end{equation}

The maximum occurs at
\begin{equation}
q_*=\sqrt{s(1+s)}-s=\sqrt s\left(\sqrt{1+s}-\sqrt s\right).
\end{equation}
Also $1-q_*=\sqrt{1+s}\,(\sqrt{1+s}-\sqrt s)$. Since $x^n=aq/(1-q)$ by (\ref{eq:law}), the conversion at the maximum obeys
\begin{equation}
x_*^n=a\sqrt{\frac{s}{1+s}} .
\label{eq:place}
\end{equation}
The maximum can be reached if this is no greater than one. Otherwise $\gamma_{\rm tot}$ rises over the whole range of $x$, and its largest value is the smaller one found at $x=1$.

\subsection{What the maximum says}

At fixed $s$ the peak contrast is proportional to the reaction order. Changing $k_1$ alone moves the peak along the conversion axis but does not change its height, as long as $x_*\le1$. Transport enters the height through $R_T$ in $s$. Stronger stirring raises $R_T$, and if $r_{\min}$ stays the same, it lowers $s$ and raises the peak.

For $s\ll1$ the factor in (\ref{eq:max}) is $1-2\sqrt s$ to leading order. The square root makes even a small floor noticeable. In the same limit $q_*\simeq\sqrt s$, so the peak occurs where $R\simeq\sqrt{r_{\min}R_T}$, the geometric mean of the floor and the transport limit.

Take $r_{\min}=0.5$ nm/s in the example. Then $s=0.5/500=0.001$, and the factor is $(1.0005-0.0316)^2=0.939$. A floor one thousandth of the transport limit thus takes about 6\% from the peak contrast. For $n=5$ the peak is $5\times0.939=4.69$. It lies at $x_*=0.316$, because $x_*^5=0.1\sqrt{0.001/1.001}=0.00316$. With $a=1$ instead of $0.1$, the peak moves to $x_*=0.501$ and keeps its height. At $a=0.1$, orders 3 and 8 give peaks of 2.82 and 7.51, at $x_*=0.147$ and $0.487$. A higher order therefore brings a higher peak and also moves it to a higher conversion, since $x_*$ is the $n$th root of a number below one.

\subsection{Clearing a film}

Let a film 1000 nm thick have uniform conversion through its depth in each region. Including the floor, the bright region recedes at $383.6$ nm/s and the dark region at $12.36$ nm/s. The steady rates give
\begin{align}
t_{\rm clear}&=\frac{1000}{383.6}\ \text{s}=2.61\ \text{s},\\
\Delta L_{\rm dark}&=(12.36)(2.61)\ \text{nm}\simeq32\ \text{nm}.
\end{align}
The clearing time is about sixteen times the bound of $0.162$ s on the relaxation time of the layer, so a steady rate is a fair description of most of the process. If the layer is initially full of developer, the extra 39 nm found earlier for the bright region shortens clearing by about $39/383.6\simeq0.1$ s.

The ratio of the two total rates is $383.6/12.36=31.0$. It can be related to the peak contrast. Integrating $\gamma_{\rm tot}$ over $\ln x$ gives
\begin{equation}
\ln\frac{r(x_1)}{r(x_2)}
=\int_{x_2}^{x_1}\gamma_{\rm tot}\,\frac{dx}{x}
\le\gamma_{\max}\ln\frac{x_1}{x_2}.
\end{equation}
The resulting bound is $(0.8/0.3)^{4.69}\simeq100$. The actual ratio is well below it because the local order falls to 1.17 at the bright end of the interval.

\subsection{When a higher order reduces selectivity}

The proof that selectivity rises with $n$ applied to the law without a floor. The floor can reverse the trend. The following values hold $a=0.1$, $x_1=0.8$ and $x_2=0.3$ fixed and change $n$; $S_{\rm tot}$ is the ratio of total rates with $r_{\min}=0.5$ nm/s.
\begin{center}
\begin{tabular}{rrr}
$n$ & $S$ & $S_{\rm tot}$\\
\hline
1 & 1.19 & 1.18\\
2 & 1.83 & 1.82\\
5 & 32.3 & 31.0\\
8 & 956 & 379\\
10 & $8.77\times10^3$ & 490\\
12 & $7.66\times10^4$ & 406\\
20 & $2.96\times10^8$ & 104
\end{tabular}
\end{center}
Among the integer orders from 1 to 20, the largest selectivity with the floor is found at $n=10$.

The reason follows from the two rates. The dark total rate cannot fall below $r_{\min}$, so
\begin{equation}
S_{\rm tot}<1+\frac{R(x_1)}{r_{\min}} .
\end{equation}
Because $x_1<1$, the bright rate $R(x_1)$ itself falls as $n$ rises and tends to zero. Once the dark rate has reached its floor, a further increase in $n$ slows the bright region and gains nothing in the dark one. In the limit $n\to\infty$ both regions dissolve at $r_{\min}$ and $S_{\rm tot}\to1$.

A fully converted bright region behaves differently. For $x_1=1$, the bright rate is $R_{\max}=R_T/(1+a)$ at every order, while $R(x_2)$ falls with $n$. The selectivity then rises steadily towards $1+R_{\max}/r_{\min}$, which is $1+454.5/0.5\simeq910$ here. With the dark region kept at $x_2=0.3$ and the other parameters of the example unchanged, the order that gives the greatest selectivity rises as the bright region comes closer to full conversion.

\subsection{From conversion to an edge}

At the edge of a feature, conversion varies with a lateral coordinate $X$. If it varies slowly over distances of order $\delta$, the steady law holds at each point, and the chain rule gives
\begin{equation}
\frac{d\ln r}{dX}=\gamma_{\rm tot}\,\frac{d\ln x}{dX}.
\end{equation}
The second factor belongs to exposure and the first to development.

The edges of a fine pattern are much sharper than a layer 20 $\mu$m thick. Developer then also diffuses sideways, from places where little is consumed to places where much is consumed. Over a lateral distance $w$, a difference $\Delta c_s$ in surface concentration drives a flux of about $D\Delta c_s/w$, where $D$ is the diffusivity. The reaction can sustain differences in flux of about $\kappa c_s$ at most, so on a flat surface $\Delta c_s/c_s$ is of the order of $\kappa w/D$, apart from a factor that grows logarithmically as $w$ shrinks when the regions on either side are wide. In the example $D/k_1=2$ $\mu$m, and across an edge 0.1 $\mu$m wide on a flat surface the surface concentration changes by a few percent only. The reaction part of the rate is then $R=Vk_1c_sx^n$ with a common $c_s$, and
\begin{equation}
\frac{d\ln r}{dX}\simeq n\,\frac{R}{R+r_{\min}}\,\frac{d\ln x}{dX}.
\end{equation}
While the surface is still nearly flat, transport lowers the rate on both sides of such an edge by nearly the same factor and leaves the reaction order almost intact. This ceases to hold as the bright side recedes into a narrow trench of depth $L$. Developer must then also diffuse down the trench, and for walls that consume little the same balance as before, with $D/L$ as transfer coefficient, lowers the concentration at the bottom by a factor $1/(1+\kappa L/D)$ relative to the mouth. For $L=1$ $\mu$m in the example this factor is about 0.86 at $x=0.8$ and 0.67 at $x=1$, so a common $c_s$ also requires $L\ll D/\kappa$. The floor still reduces the contrast. The slope $\gamma_{\rm tot}$ thus describes how the rates of wide, uniformly exposed areas depend on conversion. Applying it point by point to a fine pattern would overstate the loss caused by transport.

Numbers in the example were calculated in double precision.
